# What an acoustic deformation potential fitted to inversion mobility measures

**The argument under review.** An acoustic-limited electron mobility of 12,350 cm²/Vs is given for a silicon-like (001) inversion layer at 300 K and $3\times10^{12}$ cm⁻². The argument fits it with one isotropic deformation potential, bulk longitudinal phonons and no screening, and obtains 5.78 eV. Bulk mobility, fitted in the same isotropic way, gives 8.19 eV. The argument concludes that the interface has changed the deformation potential of the crystal.

Does that follow? The mobility comes from a model whose microscopic potentials are known, so the inference can be examined. The comment asks what the fit measures, then restores what it left out.

## What the fit measures

I use atomic units in the algebra. The electrons occupy the lowest subband, with in-plane mass $m$, energy $E=k^2/2m$ and normalized depth density $n(z)$. Phonons are treated as classical and scattering as elastic. The lattice then presents a static random potential with
$$\langle |V_Q|^2\rangle=A\,kT\,\chi(Q),$$
where $V_Q=\int d^2r\,e^{-i\mathbf Q\cdot\mathbf r}V$, $A$ is the area and $\chi$ is an elastic response derived below. In the product $kT$, $k$ is Boltzmann's constant.

The matrix element is $V_Q/A$. The golden rule, with the factor $1-\cos\phi$ for momentum loss, gives
$$\frac1\tau=2\pi\int\frac{d^2k'}{(2\pi)^2}\,kT\chi(Q)(1-\cos\phi)\,\delta(E'-E).$$
Since $d^2k'=m\,dE'\,d\phi$, and the angles $\phi$ and $-\phi$ contribute equally,
$$\frac1\tau=\frac{m\,kT}{\pi}\int_0^\pi(1-\cos\phi)\,\chi(Q)\,d\phi,\qquad Q=2k\sin\frac{\phi}{2}.$$

For an isotropic potential $D$ and bulk longitudinal waves, each wavevector contributes $D^2/M$, with $M=\rho v_l^2$. Summing over the depth wavevector gives, by Parseval's theorem, $\chi=D^2F/M$ with $F=\int n^2dz$. The angular integral is $\pi$, so $1/\tau=m\,kT\,D^2F/M$.

A force $P$ along $x$ changes the Fermi occupation $f_0$ by $\tau v_xP(-f_0')$. The angular average of $v_x^2$ is $E/m$, and integration by parts gives $\int f_0dE=\int E(-f_0')dE$. The mobility is therefore $\langle\tau\rangle/m$, with
$$\langle\tau\rangle=\frac{\int E\,\tau(-f_0')\,dE}{\int E(-f_0')\,dE}.$$
Equating $\langle\tau\rangle$ to the lifetime of the isotropic model gives
$$D_{\rm fit}^2=\frac{M}{m\,kT\,F\langle\tau\rangle}.$$
If the true response is $\chi$ and the electrons screen it by $\varepsilon(Q)$, inserting the true $\tau$ yields
$$\frac1{D_{\rm fit}^2}=\left\langle\frac1{D_{\rm eff}^2(E)}\right\rangle,\qquad D_{\rm eff}^2=\frac{M}{\pi F}\int_0^\pi(1-\cos\phi)\frac{\chi(Q)}{\varepsilon(Q)^2}\,d\phi.$$
When the fit's own assumptions hold, $D_{\rm eff}=D$ at every energy, density and temperature. Otherwise the fit returns an average over the omitted physics.

## The layer and its numbers

I take $n=b^3z^2e^{-bz}/2$ behind a hard wall at $z=0$. The kinetic energy is $b^2/8m_z$, and the mean depth is $3/b$. With $S(z)$ the fraction of electrons deeper than $z$, $\int S^2dz=33/(16b)$. Counting each electron pair once halves the electron-electron term, so the energy to minimize is
$$w(b)=\frac{b^2}{8m_z}+\frac{12\pi}{\kappa_sb}\left(N_{\rm dep}+\frac{11}{32}N_s\right).$$
Setting $dw/db=0$ gives $b^3=48\pi m_z(N_{\rm dep}+11N_s/32)/\kappa_s$. Direct integration gives $F=3b/16$.

With $m_z=0.916$, $\kappa_s=11.7$ and $N_{\rm dep}=3\times10^{11}$ cm⁻², the main case has $b=1.437$ nm⁻¹ and $F=0.2695$ nm⁻¹. The in-plane mass is 0.19. A representative momentum transfer, for a right-angle collision at $E=kT$, is $Q=0.508$ nm⁻¹. Thus $Q/b=0.35$, which is not very small.

## The elastic response

Let $\mathbf Q$ lie along $x$, and write the displacement as $u_x(z)\sin Qx$, $u_z(z)\cos Qx$. The potential amplitude is
$$L(u)=\int n\left[\Xi_d(Qu_x+u_z')+\Xi_uu_z'\right]dz.$$
Here $\Xi_d$ multiplies the dilation and $\Xi_u$ the strain along the valley axis $z$. Displacement along $y$ produces neither. For isotropic elasticity, with $M=\lambda+2\mu$, define
$$uKu=\int\left[\lambda(Qu_x+u_z')^2+2\mu(Q^2u_x^2+u_z'^2)+\mu(u_x'-Qu_z)^2\right]dz.$$
Averaging $\sin^2$ and $\cos^2$ over the plane makes the energy $A\,uKu/4$. Equipartition gives $\langle L^2\rangle=2kT\,LK^{-1}L/A$. The cosine and sine standing waves each add $A^2\langle L^2\rangle/4$ to $\langle|V_Q|^2\rangle$. Their sum is $A\,kT\,LK^{-1}L$, so
$$\chi=LK^{-1}L=\max_u\left[2L(u)-uKu\right].$$

## Omission 1: anisotropy

In an unbounded crystal, let $\theta$ be the angle between the phonon wavevector and $z$. A longitudinal wave couples through $\Xi_d+\Xi_u\cos^2\theta$, and the transverse wave polarized in the $xz$ plane through $\Xi_u\sin\theta\cos\theta$. With $t=\sin^2\theta=Q^2/(Q^2+q_z^2)$ and $\Xi_s=\Xi_d+\Xi_u$, the response per wavevector is
$$\frac{(\Xi_s-\Xi_ut)^2}{M}+\frac{\Xi_u^2t(1-t)}{\mu}=\frac{\Xi_s^2}{M}+A_1t+A_2t^2,$$
$$A_1=\frac{\Xi_u^2}{\mu}-\frac{2\Xi_s\Xi_u}{M},\qquad A_2=\Xi_u^2\left(\frac1M-\frac1\mu\right).$$
The inverse Fourier transforms of $t$ and $t^2$ are $(Q/2)e^{-Q|z|}$ and $(Q/4)(1+Q|z|)e^{-Q|z|}$. Hence
$$\chi_{\rm bulk}=\frac{\Xi_s^2F}{M}+\frac{QA_1}{2}J_1+\frac{QA_2}{4}(J_1+J_2),$$
where $J_1=\iint n(z)n(z')e^{-Q|z-z'|}dz\,dz'$, and $J_2$ has the extra factor $Q|z-z'|$ in its integrand.

As $Q/b\to0$, the phonons that matter travel nearly along $z$ and the effective potential tends to $\Xi_s$. The example has $\Xi_d=1$ eV and $\Xi_u=9$ eV, so this limit is 10 eV. At the actual layer width, anisotropy alone gives $D_{\rm fit}=7.06$ eV.

Bulk transport weights the angles differently. Scale the energy ellipsoid to a unit sphere with points $\mathbf s$, and let $W$ be $M$ times the response above, in the direction $q_j=\sqrt{m_j}(s_j-s'_j)$. The elastic Boltzmann equation and the equivalent isotropic potential for axis $i$ are
$$\int\frac{d\Omega'}{4\pi}W\,[\varphi_i(\mathbf s)-\varphi_i(\mathbf s')]=s_i,\qquad D_i^{-2}=3\langle s_i\varphi_i\rangle.$$
For $W=D^2$ the solution is $\varphi_i=s_i/D^2$, which returns $D_i=D$. The numerical solution for the chosen potentials gives 8.06 eV across the valley axis and 9.98 eV along it. Averaging the mobility over valleys on the three cube axes gives
$$D_{\rm b}^2=\frac{2/0.19+1/0.916}{2/(0.19\times8.055^2)+1/(0.916\times9.984^2)}\ {\rm eV}^2,$$
or $D_{\rm b}=8.19$ eV. So the bulk number is itself a transport average. The same crystal yields 8.19 eV in bulk and 7.06 eV in the layer before the interface alters the phonons and before screening acts. The direction of this gap belongs to the chosen potentials, and published silicon values of $\Xi_d$ differ even in sign. With $\Xi_d=-11.7$ eV and $\Xi_u=9$ eV the same model gives about 9.7 eV in bulk and 10.8 eV in the layer, so anisotropy alone can move the fit either way.

## Omission 2: phonons altered by boundaries

Outside material $X$ adds a non-negative elastic energy to $uKu$, which can only lower the maximum defining $\chi$. A free surface therefore gives the largest response and a clamped surface the smallest. The plane-strain energy density can be written $(\lambda+\mu)(\epsilon_{xx}+\epsilon_{zz})^2+\mu(\epsilon_{xx}-\epsilon_{zz})^2+4\mu\epsilon_{xz}^2$, up to a common factor. The oxide has $M=478$ and $\mu=188$ eV/nm³, against 1178 and 408.5 in the channel. Both $\mu$ and $\lambda+\mu=M-\mu$ are smaller in the oxide, so
$$\chi_{\rm free}\ge\chi_{\rm oxide}\ge\chi_{\rm bulk}\ge\chi_{\rm clamped}.$$

To obtain values, let the surface amplitudes be $a$ for $u_x$ and $c$ for $u_z$. Without body force, a decaying solution is $u_x=(a+hz)e^{-Qz}$, $u_z=(c+hz)e^{-Qz}$. Its dilation is $\Delta e^{-Qz}$, with $\Delta=Q(a-c)+h$. The equation $\mu\nabla^2\mathbf u+(\lambda+\mu)\nabla\,{\rm div}\,\mathbf u=0$ requires $2\mu h=-(\lambda+\mu)\Delta$. Hence
$$h=-\gamma Q(a-c),\quad\Delta=(1-\gamma)Q(a-c),\quad\gamma=\frac{\lambda+\mu}{\lambda+3\mu}.$$
The surface forces $-\sigma_{xz}=-\mu(h-Qa-Qc)$ and $-\sigma_{zz}=-\lambda\Delta-2\mu(h-Qc)$ become, using $2\mu\gamma-\lambda(1-\gamma)=\mu(1-\gamma)$,
$$K_H\binom ac,\qquad K_H=\mu Q\begin{pmatrix}1+\gamma&1-\gamma\\1-\gamma&1+\gamma\end{pmatrix}.$$
For a half-space on the other side, reflection reverses the off-diagonal signs, and its own moduli enter.

Put this solution into $L=g_xa+g_zc$. With $N_0=\int ne^{-Qz}dz$ and $N_1=\int nQze^{-Qz}dz$,
$$g_x=Q[\Xi_d(1-\gamma)N_0-\Xi_u\gamma(N_0-N_1)],$$
$$g_z=-Q[\Xi_d(1-\gamma)N_0+\Xi_u((1-\gamma)N_0+\gamma N_1)].$$
Any displacement is a part that vanishes at the surface plus this solution. Their cross energy is zero because the solution has no body force. Maximizing over $(a,c)$ gives
$$\chi_X=\chi_{\rm clamped}+g^T(K_H+K_X)^{-1}g.$$
Taking $X$ as more channel material fixes $\chi_{\rm clamped}$ from $\chi_{\rm bulk}$.

Pure dilation, $\Xi_u=0$ and $\Xi_d=D$, shows the size of the effect. Then $g=QD(1-\gamma)N_0(1,-1)$. The boundary term is $QD^2N_0^2(1-\gamma)^2/(\mu\gamma)$ for a free surface and $QD^2N_0^2(1-\gamma)^2/[\mu(1+\gamma)]$ for continued bulk. Their difference contains $1/\gamma-1/(1+\gamma)=1/[\gamma(1+\gamma)]$, and substituting $\gamma$ gives
$$\chi_{\rm free}=\frac{D^2}{M}\left[F+\frac{2\mu}{\lambda+\mu}QN_0^2\right].$$
At the representative $Q$, $N_0=b^3/(b+Q)^3=0.40$. The second term is 0.088 nm⁻¹ beside $F=0.27$ nm⁻¹, a 33% increase in scattering power over bulk phonons.

With the full anisotropic coupling and no screening, $D_{\rm fit}$ is 8.63 eV for a free surface, 7.58 eV for oxide and 5.70 eV for a clamped surface. The electron density is held fixed in this comparison.

A 10 nm film also confines the phonons from behind. Solving the elastic problem with the same electron density gives 8.64 eV for free faces and 7.58 eV for oxide on both sides. These differ from the half-space values by less than 0.01 eV. At this thickness the near interface matters and the second face hardly does. Thinner films were not calculated.

## Omission 3: screening

Both occupied valleys have their axes along $z$ and shift together, so their electrons can screen the shift. In static mean-field response, the induced density is $-\Pi V_{\rm tot}$. Thus $V_{\rm tot}=V-v\Pi V_{\rm tot}$, or $V_{\rm tot}=V/\varepsilon$ with $\varepsilon=1+v\Pi$. Adding the image charge due to an oxide of permittivity $\kappa_o=3.9$,
$$v(Q)=\frac{2\pi}{\kappa_sQ}\left[J_1+\frac{\kappa_s-\kappa_o}{\kappa_s+\kappa_o}N_0^2\right],$$
$$\Pi(Q)=4\int\frac{d^2k}{(2\pi)^2}\,\frac{f_0(E_-)-f_0(E_+)}{E_+-E_-},\qquad E_\pm=E_{\mathbf k\pm\mathbf Q/2}.$$
The factor 4 counts two spins and two valleys.

At the representative $Q$, $\varepsilon=1.70$. Screening alone turns an isotropic input of 9 eV into a fitted 6.65 eV. Added to anisotropy and the oxide, it lowers $D_{\rm fit}$ from 7.58 to 5.78 eV, the value in the argument. As a check on the mobility, restoring units gives
$$\frac{\hbar}{\langle\tau\rangle}=\frac{0.19\times0.02585\times5.784^2\times0.2695}{1178\times0.0762}\ {\rm eV}=0.49\ {\rm meV},$$
where 0.0762 eV nm² is $\hbar^2/m_e$. This is $\langle\tau\rangle=1.33$ ps, and $e\langle\tau\rangle/(0.19m_e)$ is 12,350 cm²/Vs.

## Why the conclusion fails

The microscopic potentials were 1 and 9 eV throughout. The interface did not change them, yet the fit fell below the bulk result. The number also depends on the fitting model. Since the isotropic rate is proportional to $D^2$ with or without screening, a screened isotropic fit to the same mobility gives $9\times5.784/6.653=7.82$ eV. One mobility has produced two constants.

Changing the conditions exposes the problem. At 300 K the full model gives:

| Density (cm⁻²) | $D_{\rm fit}$ (eV) | Mobility (cm²/Vs) |
|---|---:|---:|
| $1\times10^{12}$ | 6.31 | 13,240 |
| $3\times10^{12}$ | 5.78 | 12,350 |
| $1\times10^{13}$ | 5.40 | 10,050 |

Using the lowest-density constant at the highest density predicts $(5.398/6.306)^2=0.73$ of the model's mobility there, an error of 27%. Cooling the main case to 200 K, with $b$ fixed, changes the fit to 5.27 eV.

Agreement with bulk would not prove the opposite claim either. The unscreened free-surface value, 8.63 eV, lies near the bulk 8.19 eV although two assumptions of the fit are violated.

## Relation to a real silicon channel

The masses, sound speeds and permittivities are rough silicon and silica values, and the elastic anisotropy of silicon is ignored. The density and the average field of 0.28 MV/cm are ordinary for an inversion layer. The mobility is far above the rough several hundred cm²/Vs of room-temperature silicon channels. The model leaves out roughness, impurities, intervalley phonons and scattering between subbands, which all add losses; whether they account for the whole gap was not calculated. If such losses stay in the data but not in the fit, they shorten $\langle\tau\rangle$ and raise $D_{\rm fit}$. The single subband is also a poor assumption here. In the fixed potential of the assumed density, the lowest subband would hold about 26% of the electrons at 300 K and 43% at 200 K. Electrons in higher subbands lie deeper and would change that potential, so these shares show that the assumption fails but do not predict the actual occupation. With the Hartree potential made self-consistent over all subbands, the shares rise to about 45% and 59%, still far from full occupation. The resulting shift of $D_{\rm fit}$ was not calculated and need not be small, so the fitted values above illustrate the inference within this model and are not predictions for a real channel. The lowest state computed in the same fixed potential has a form factor 1.21 times the assumed one. If the fit kept the assumed form factor, this difference alone would raise an isotropic unscreened result by $\sqrt{1.21}$, or 10%. In the self-consistent potential at 300 K the ratio is about 1.4, and the rise about 18%. The classical treatment is a smaller concern: at the representative $Q$, quantum phonon statistics raise the longitudinal scattering power by 0.4% at 300 K, apart from energy exchange. The phonon frequency is about 0.08 of electron speed times $Q$, which supports static screening.

The argument may report 5.78 eV as an effective parameter for its stated model, density, temperature and interface. To claim a changed crystal property, it would have to include at least the three omitted effects, the occupied subbands, the crystal's elastic anisotropy and any other losses present in the data, and then show that no single set of $\Xi_d,\Xi_u$ describes both bulk and channel. The remaining values are in the numerical output.

## Numbers as computed

```
Input potentials Xd, Xu: 1.0, 9.0 eV
Masses in plane, along z: 0.190, 0.916 electron masses
Dielectric constants channel, oxide: 11.7, 3.9
Channel sound speeds LA, TA: 9000, 5300 m/s
Channel moduli M, mu: 1178.0, 408.5 eV/nm^3
Oxide moduli M, mu: 478.0, 188.0 eV/nm^3
Main density, depletion: 3.00e+12, 3.00e+11 cm^-2
Main temperature: 300 K; thermal energy: 0.02585 eV
Average field: 0.278 MV/cm
Fang-Howard b: 1.4374 nm^-1; mean depth: 2.087 nm
Form factor F: 0.2695 nm^-1
Typical momentum transfer Q: 0.5078 nm^-1
Dielectric factor at typical Q: 1.700
Bulk transverse, longitudinal D: 8.055, 9.984 eV
Bulk-mobility D: 8.190 eV
Isotropic control D_fit: 9.000 eV
Isotropic control with screening D_fit: 6.653 eV
Anisotropy only D_fit: 7.060 eV
Anisotropy and oxide D_fit: 7.576 eV
Anisotropy, oxide, screening D_fit: 5.784 eV
Main acoustic-limited mobility: 12350.9 cm^2/Vs
Same mobility, isotropic screened refit D: 7.824 eV
Unscreened free, clamped surface D_fit: 8.628, 5.703 eV
10 nm unscreened film free, oxide-clad D_fit: 8.635, 7.581 eV
300 K, density 1.0e+12 cm^-2: D_fit 6.306 eV, mobility 13237.8 cm^2/Vs
300 K, density 3.0e+12 cm^-2: D_fit 5.784 eV, mobility 12350.9 cm^2/Vs
300 K, density 1.0e+13 cm^-2: D_fit 5.398 eV, mobility 10050.9 cm^2/Vs
200 K main density: D_fit 5.266 eV, mobility 22343.9 cm^2/Vs
D_fit max/min over density: 1.168
Low-density D used at high density, predicted/true mobility: 0.733
Lowest-subband share at 300, 200 K: 26.2, 42.6 percent
Numerical/Fang-Howard form factor: 1.209
LA quantum power excess at 300, 200 K: 0.41, 0.92 percent
Phonon frequency/(electron velocity times Q): 0.079
```
